# First half: the stopping integral

## What goes wrong with the wrong exponent

An ion implanted into a solid loses part of its energy by knocking against atoms. To say how deep it goes, one must know how this loss changes with the energy of the ion. Suppose that the cross-section for a given energy transfer falls with ion energy as $E^{-1/3}$. It is tempting to conclude that the energy loss falls in the same way. An eightfold increase of energy would then halve the loss, since $8^{-1/3} = 1/2$.

For the power-law scattering treated here, the loss doubles instead. The hasty argument is wrong by a factor of four, and it even has the wrong sign for the trend. The error carries over to the distance travelled: for the same eightfold increase it predicts a path 16 times as long, where the right factor is 4. What was left out is that a faster ion can also make larger transfers.

## The stopping cross-section

Let an ion of mass $M_1$ and kinetic energy $E$ meet an atom of mass $M_2$ at rest. The collision is elastic: the atom carries away a recoil energy $T$, and no energy goes into electronic excitation. The motion is non-relativistic and classical. The binding of the atom to its neighbours is neglected.

The differential cross-section $d\sigma$ is the area, seen by the incoming ion, that leads to a recoil between $T$ and $T + dT$. Let the solid hold $N$ atoms per unit volume, placed at random. A thin layer of thickness $dx$ holds $N\,dx$ atoms per unit area, so the probability of such a recoil in the layer is $N\,dx\,d\sigma$. Each event costs the ion an energy $T$. The mean loss in the layer is therefore

$$
-dE = N\,dx \int T\,d\sigma .
$$

The integral is a property of one ion and one atom. It is the nuclear stopping cross-section,

$$
S(E) = \int T\,d\sigma , \qquad -\frac{dE}{dx} = N\,S(E) .
$$

The word nuclear here means that the energy goes into the motion of whole atoms. $S$ has the dimension of energy times area. It is a mean: single ions scatter about it. In a crystal an ion that runs along an open channel does not meet atoms at random, and the layer argument then fails.

The algebra is in atomic units, with energies in hartree and lengths in bohr. The screened Coulomb potential in the last section holds only in these units. The other formulas contain no constant of nature that has been set to one, so they keep their form when energies are put in eV and lengths in angstrom. The numbers below use those units.

## The largest possible recoil

The upper limit of the integral follows from the conservation laws. Let the ion arrive with velocity $v\,\mathbf n_0$, where $\mathbf n_0$ is a unit vector, so that $E = M_1 v^2/2$. The centre of mass moves with velocity

$$
\mathbf V = V\,\mathbf n_0, \qquad V = \frac{M_1 v}{M_1 + M_2} .
$$

Seen from the centre of mass, the atom first moves with velocity $0 - \mathbf V = -V\,\mathbf n_0$. In this frame the two momenta are equal and opposite, before and after. The total kinetic energy is then fixed by the size of one momentum. Since this energy is conserved, each particle keeps its speed, and the collision can do no more than turn the line of motion from $\mathbf n_0$ to a new direction $\mathbf n$. Let $\theta$ be the angle between them.

After the collision the atom has velocity $-V\,\mathbf n$ in the centre-of-mass frame. Adding $\mathbf V$ brings us back to the laboratory:

$$
\mathbf u = V(\mathbf n_0 - \mathbf n) .
$$

Its square needs the length of the difference of two unit vectors,

$$
|\mathbf n_0 - \mathbf n|^2 = 2 - 2\cos\theta = 4\sin^2\frac{\theta}{2} .
$$

The recoil energy is therefore

$$
T = \frac{M_2 u^2}{2} = 2 M_2 V^2 \sin^2\frac{\theta}{2}
= \frac{2 M_2 M_1^2 v^2}{(M_1+M_2)^2}\,\sin^2\frac{\theta}{2} .
$$

Replace $M_1 v^2$ by $2E$. This gives

$$
T = \gamma E \sin^2\frac{\theta}{2} , \qquad
\gamma = \frac{4 M_1 M_2}{(M_1+M_2)^2} .
$$

The largest recoil belongs to $\theta = \pi$, a head-on collision:

$$
T_{\max} = \gamma E .
$$

For equal masses $\gamma = 1$, and a head-on collision hands over all the energy. For unequal masses $\gamma < 1$. What matters most below is that $T_{\max}$ is proportional to $E$.

## The power law

We now assume

$$
d\sigma = C\,E^{-m}\,T^{-1-m}\,dT , \qquad 0 < T \le \gamma E ,
$$

with $C$ and $m$ independent of both $E$ and $T$. Because $d\sigma$ is an area and $E^{-m}T^{-1-m}dT$ has the dimension of energy to the power $-2m$, the constant $C$ is an area times an energy to the power $2m$.

The same number $m$ appears in both powers. This is part of the assumption, and the result depends on it. The second half shows that a repulsive potential falling as a power of distance leads to this form for small recoils.

## The integral

Insert the power law in the definition of $S$. One factor $T$ joins $T^{-1-m}$, and the factor that depends on $E$ alone comes out:

$$
S(E) = C E^{-m} \int_0^{\gamma E} T^{-m}\,dT .
$$

The integrand may be infinite at $T = 0$, so we start from a small value $\varepsilon$ and let it go to zero. For $m \ne 1$,

$$
\int_\varepsilon^{\gamma E} T^{-m}\,dT
= \frac{(\gamma E)^{1-m} - \varepsilon^{1-m}}{1-m} .
$$

If $m < 1$, the exponent $1-m$ is positive, and $\varepsilon^{1-m}$ goes to zero with $\varepsilon$. What remains is

$$
S(E) = C E^{-m}\,\frac{(\gamma E)^{1-m}}{1-m} .
$$

Collecting the powers of $E$, $-m + (1-m) = 1-2m$, we obtain

$$
S(E) = \frac{C\,\gamma^{1-m}}{1-m}\;E^{1-2m} , \qquad m < 1 .
$$

The dimensions agree: $C$ brings an area and $2m$ powers of energy, and $E^{1-2m}$ leaves one power of energy in all.

## Two sources of energy dependence

The exponent has two parts. For $m > 0$, the factor $E^{-m}$ says that a given recoil becomes rarer as the ion gets faster. The factor $E^{1-m}$ says that the range of recoils grows. They balance at $m = 1/2$, where $S$ does not depend on energy. For $0 < m < 1/2$ the growing range wins and $S$ rises. For $1/2 < m < 1$ the falling probability wins and $S$ drops.

To see the role of the limit, hold it fixed at some energy $T_0$ below $\gamma E$. The integral is then a constant and $S \propto E^{-m}$. This is the hasty argument of the opening. With $m = 1/3$ and $T_0 = 500$ eV, a numerical integration gives the exponent $-0.3333$, whereas the moving limit gives $+1/3$.

The two equal values of $m$ matter as well. If the prefactor were $E^{-p}$ with another number $p$, the same integral would give $S \propto E^{1-m-p}$. Hard spheres are an example. Let $R$ be the distance between centres at contact. An ion with impact parameter $b$, the distance by which its straight path would miss the centre of the atom, is reflected with $b = R\cos(\theta/2)$. Then $T = \gamma E(1 - b^2/R^2)$, and

$$
d\sigma = \pi\,|d(b^2)| = \frac{\pi R^2}{\gamma E}\,dT .
$$

Here $m = -1$ but $p = 1$, so $S \propto E$. Putting $m = -1$ into the result for equal powers would have given $E^3$, which is wrong.

## Many soft collisions, little energy

For $0 \le m < 1$ the number of collisions is infinite in this model. The total cross-section contains $\int T^{-1-m}\,dT$, which diverges at small $T$. The energy lost is nevertheless finite, because each soft collision costs so little.

The share of $S$ that comes from recoils below $f\,T_{\max}$, with $0 < f < 1$, is

$$
\frac{\int_0^{f T_{\max}} T^{-m}\,dT}{\int_0^{T_{\max}} T^{-m}\,dT} = f^{\,1-m} .
$$

For $f = 0.01$ this is 4.6 per cent when $m = 1/3$, and 10 per cent when $m = 1/2$. As $m$ approaches 1 at fixed $f$, the share tends to one: the soft collisions take over, and the factor $1/(1-m)$ in $S$ grows without limit at fixed $C$.

The same formula tells us what happens if very small recoils are absent for some physical reason. A lower cutoff $T_{\min}$ removes the fraction $(T_{\min}/T_{\max})^{1-m}$ of $S$. For $m$ well below 1 and $T_{\min} \ll T_{\max}$ this is a small correction.

## Failure at and above $m = 1$

At $m = 1$ the antiderivative of $T^{-1}$ is a logarithm. With a lower cutoff,

$$
S(E) = \frac{C}{E}\,\ln\frac{\gamma E}{T_{\min}} ,
$$

which grows without bound as $T_{\min} \to 0$. Each reduction of the cutoff by the same factor adds the same amount. This is the case of the bare Coulomb force, as the second half will show.

For $m > 1$ we write the cutoff integral with positive denominators:

$$
S(E) = \frac{C E^{-m}}{m-1}
\left[ T_{\min}^{\,1-m} - (\gamma E)^{1-m} \right] .
$$

The exponent $1-m$ is now negative, so the first term is the larger one. The second is smaller by the factor $(T_{\min}/\gamma E)^{m-1}$, which is close to 1 when $m$ is only just above 1, unless the cutoff is extremely low. If $T_{\min}$ is fixed and so low that this factor is far below 1, we have

$$
S(E) \approx \frac{C}{m-1}\,T_{\min}^{\,1-m}\,E^{-m} .
$$

The energy exponent is close to $-m$, and the size of $S$ is set by the cutoff. For $m = 1.2$ and a cutoff of $10^{-6}$ eV, the exponent found between 1000 and 8000 eV is $-1.197$. The formula for $m < 1$ would have claimed $-1.4$. Lowering the cutoff by a factor of 100 raises $S$ by a factor of 2.54, close to the value $100^{0.2} = 2.51$ of the leading term. Such a model needs a physical account of its softest collisions before it can predict a loss.

## The distance travelled

The result fixes how the path length depends on the initial energy $E_0$. Treat the slowing down as continuous, let nuclear stopping act alone, and suppose that one value of $m$, with $0 < m < 1$, serves down to rest. Write $S = aE^{1-2m}$. From $-dE/dx = NS$,

$$
L = \int_0^{E_0} \frac{dE}{N a E^{1-2m}}
= \frac{E_0^{\,2m}}{2m\,N a} .
$$

For $m = 1/3$ an eightfold energy gives $8^{2/3} = 4$ times the path. The hasty law $S \propto E^{-m}$ would give $L \propto E_0^{1+m}$, and $8^{4/3} = 16$. These are the two factors quoted at the start. $L$ is measured along the bent track, so it is not the depth below the surface. The continuous picture is accurate when single recoils are small against $E$. When $\gamma$ is not small, the mean path still scales as $E_0^{2m}$, because the power law contains no energy scale, but its prefactor differs from the one above; for $m = 1/3$ and $\gamma = 0.75$ the mean path is about 6 per cent shorter. In a real solid one $m$ does not serve down to rest, and electronic excitation adds to the loss, so these factors belong to the model and are not predictions of measured ranges.

# Second half: the potential behind the power law

## Symbols and results carried over

An ion of mass $M_1$, energy $E$ and speed $v$ meets an atom of mass $M_2$ at rest. The recoil energy is $T = \gamma E\sin^2(\theta/2)$, where $\theta$ is the centre-of-mass scattering angle and $\gamma = 4M_1M_2/(M_1+M_2)^2$. Its largest value is $T_{\max} = \gamma E$. The impact parameter is $b$. If $d\sigma = C E^{-m}T^{-1-m}dT$ up to $T_{\max}$, with $m < 1$, the stopping cross-section is

$$
S(E) = \int T\,d\sigma = \frac{C\gamma^{1-m}}{1-m}\,E^{1-2m} .
$$

We now find $C$ and $m$ for the repulsive potential

$$
V(r) = A\,r^{-s} , \qquad A > 0 , \quad s > 1 .
$$

## The kick in a distant collision

When the ion passes far from the atom, it is hardly deflected, and the atom hardly moves while the force acts. To leading order we may compute the force along a straight path at constant speed. Put the atom at the origin and let the ion be at distance $z = vt$ along the path, so that $r^2 = b^2 + z^2$.

The force has magnitude $-dV/dr = sA\,r^{-s-1}$. Its part along the path changes sign with $z$ and integrates to zero. Its part across the path carries the factor $b/r$. With $dt = dz/v$, the momentum given to the atom has magnitude

$$
\Delta p = \frac{1}{v}\int_{-\infty}^{\infty}
\frac{s A\,b}{(b^2+z^2)^{s/2+1}}\,dz .
$$

Set $z = b\,w$. The numerator gains a factor $b$ from $dz$, and the denominator becomes $b^{s+2}(1+w^2)^{s/2+1}$. Hence

$$
\Delta p = \frac{sA\,B_s}{v\,b^s} , \qquad
B_s = \int_{-\infty}^{\infty} \frac{dw}{(1+w^2)^{s/2+1}} .
$$

For the number $B_s$, put $w = \tan\varphi$. Then $dw = d\varphi/\cos^2\varphi$ and $1+w^2 = 1/\cos^2\varphi$, so

$$
B_s = \int_{-\pi/2}^{\pi/2} \cos^s\varphi\,d\varphi .
$$

The substitution $q = \cos^2\varphi$ on each half of the range turns this into a beta integral:

$$
B_s = \int_0^1 q^{(s-1)/2}(1-q)^{-1/2}\,dq
= \frac{\sqrt\pi\;\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac{s}{2}+1\right)} .
$$

In particular $B_2 = \pi/2$ and $B_3 = 4/3$.

## From the kick to the cross-section

The atom was at rest, so its recoil energy is $T = \Delta p^2/(2M_2)$. With $v^2 = 2E/M_1$,

$$
T = \frac{(sAB_s)^2}{2M_2 v^2 b^{2s}}
= \frac{M_1}{M_2}\,\frac{(sAB_s)^2}{4E\,b^{2s}} .
$$

We collect the constants in

$$
K = \frac{M_1}{M_2}\left(\frac{sAB_s}{2}\right)^2 , \qquad
T = \frac{K}{E\,b^{2s}} .
$$

Closer collisions give larger recoils. All collisions with recoil above $T$ thus lie inside a disc of radius $b(T)$. Solving for $b^2$ and setting $m = 1/s$, we find its area:

$$
\pi b^2 = \pi K^m (ET)^{-m} .
$$

The cross-section for recoils between $T$ and $T+dT$ is the area of the ring between two such discs. The disc shrinks as $T$ grows, so we take the derivative with a minus sign:

$$
d\sigma = -\frac{d(\pi b^2)}{dT}\,dT
= \pi m K^m\,E^{-m}\,T^{-1-m}\,dT .
$$

This is the assumed law, with

$$
m = \frac1s , \qquad C = \pi m K^m .
$$

The two powers share one $m$ because, in a distant collision, the impact parameter depends on $E$ and $T$ through their product. The condition $m < 1$ is the condition $s > 1$. The Coulomb force has $s = 1$ and falls in the logarithmic case.

## Where the small-angle law is stretched

The derivation holds for small $T$. The stopping integral uses the law up to $T_{\max}$, which is an extrapolation. To see what it does, let $b_c$ be the impact parameter at which the distant-collision formula reaches $T_{\max}$. Then $T = T_{\max}(b_c/b)^{2s}$, and the stopping integral over impact parameters is

$$
S = \int_{b_c}^{\infty} T_{\max}\left(\frac{b_c}{b}\right)^{2s} 2\pi b\,db
= \frac{\pi b_c^2\,T_{\max}}{s-1} .
$$

Collisions closer than $b_c$ are left out, while some just outside $b_c$ are given too large a recoil. These two errors work against each other. Their net effect on the prefactor has to be found from the full motion.

## The exponent survives at all angles

The full classical motion gives the same energy exponent. The relative position $\mathbf r$ obeys, with reduced mass $\mu = M_1M_2/(M_1+M_2)$,

$$
\mu\,\frac{d^2\mathbf r}{dt^2} = \frac{sA\,\mathbf r}{r^{s+2}} .
$$

The energy of relative motion is $E_c = \mu v^2/2 = E\,M_2/(M_1+M_2)$. Let $\ell$ be the distance at which the potential equals this energy:

$$
A\,\ell^{-s} = E_c , \qquad \ell = (A/E_c)^{1/s} .
$$

It is the distance of closest approach in a head-on collision. Measure length in units of $\ell$ and time in units of $\ell/v$, so that $\mathbf r = \ell\boldsymbol\rho$ and $t = (\ell/v)\tau$. The equation becomes

$$
\frac{d^2\boldsymbol\rho}{d\tau^2}
= \frac{sA}{\mu v^2\ell^s}\,\frac{\boldsymbol\rho}{\rho^{s+2}}
= \frac{s}{2}\,\frac{\boldsymbol\rho}{\rho^{s+2}} ,
$$

because $A\ell^{-s} = \mu v^2/2$. The incoming speed is now 1 and the impact parameter is $x = b/\ell$. Energy, masses and $A$ have dropped out, so $\theta$ depends on $x$ and $s$ alone. With $b\,db = \ell^2x\,dx$,

$$
S_{\text{full}} = 2\pi\gamma E\,\ell^2
\int_0^\infty x\,\sin^2\frac{\theta(x)}{2}\,dx .
$$

The integral is a number that depends on $s$. At large $x$ the angle falls as $x^{-s}$, so the integrand falls as $x^{1-2s}$, and the integral converges for $s > 1$. Since $\ell^2 \propto E^{-2/s}$,

$$
S_{\text{full}} \propto E^{1-2/s} = E^{1-2m} .
$$

For a pure power potential in classical mechanics, the extrapolation can therefore change only the prefactor; it leaves the exponent alone.

## Worked example: $s = 3$

We take round model parameters: $M_1 = 3M_2$, $s = 3$ and $A = 100$ eV Å$^3$. Then $m = 1/3$ and $\gamma = 4\cdot3/4^2 = 0.75$. The constants are

$$
K = 3\left(\frac{3\cdot100\cdot\frac43}{2}\right)^2
= 3\cdot200^2 = 120000\ \text{eV}^2\,\text{Å}^6 ,
$$

$$
C = \frac{\pi}{3}\,(120000)^{1/3} = 51.65\ \text{eV}^{2/3}\,\text{Å}^2 .
$$

At $E = 1000$ eV the largest recoil is 750 eV, and

$$
S = \frac{51.65\cdot0.75^{2/3}\cdot1000^{1/3}}{2/3}
= 639.6\ \text{eV Å}^2 ,
$$

or 83.93 hartree bohr$^2$. At 8000 eV the factor $E^{1/3}$ is 20 in place of 10, and $S = 1279$ eV Å$^2$. The loss has doubled.

The radius $b_c$ at the lower energy is 0.737 Å. The impact-parameter formula gives the same stopping, $\pi\cdot0.737^2\cdot750/2 \approx 640$ eV Å$^2$.

The full scattering integral gives 828.1 and 1656 eV Å$^2$ at the two energies. It also doubles, as the scaling argument requires, but it lies 29 per cent above the extrapolated power law. The exponent can be trusted here further than the prefactor.

The kinematics were tested by following both particles in the laboratory. At $b = 0.6$ Å and 1000 eV the atom recoils with 231.8 eV, in agreement with $\gamma E\sin^2(\theta/2)$ for the separately computed angle.

## A level case, and why it fits better

Now let $s = 2$ and $A = 150$ eV Å$^2$, with the same masses. Here $m = 1/2$ and $K = 3(150\,\pi/2)^2 = 166550$ eV$^2$ Å$^4$, so $C = (\pi/2)\sqrt K = 641.0$ eV Å$^2$. Then

$$
S = \frac{641.0\cdot\sqrt{0.75}}{1/2} = 1110\ \text{eV Å}^2
$$

at both energies, or 145.7 hartree bohr$^2$. The full integral gives 1124 eV Å$^2$, a difference of 1.2 per cent. Both numbers belong to one ion and one isolated atom. In the power law the share of $S$ from impact parameters beyond $b$ is $(b_c/b)^{2s-2}$. At 1000 eV, with $b_c = 0.687$ Å, this is about 30 per cent for $b = 1.25$ Å, roughly half a neighbour spacing in a solid. At such distances the ion feels several atoms at once, and the one-atom picture no longer holds.

Part of the reason for the better fit can be derived. Let $\epsilon = (\ell/b)^s$ be the potential at distance $b$ divided by $E_c$. For a distant collision the angle can be expanded in this small strength, $\theta = c_1\epsilon - c_2\epsilon^2 + \dots$, with constants that depend on $s$. Inverting to second order gives $\epsilon = (\theta/c_1)(1 + \kappa\theta + \dots)$, with $\kappa = c_2/c_1^2$. Since $b^2 = \ell^2\epsilon^{-2/s}$,

$$
b^2 \propto \theta^{-2/s} - \frac{2\kappa}{s}\,\theta^{1-2/s} + \dots
$$

The cross-section follows from the derivative of $b^2$. Dividing the derivative of the second term by that of the first gives the relative correction

$$
\left(1-\frac2s\right)\kappa\,\theta , \qquad
\theta \approx 2\sqrt{T/T_{\max}} .
$$

It vanishes at $s = 2$, where the second term of $b^2$ is a constant. For $s = 3$ it should grow as $\sqrt T$ at small $T$. The computed ratios of full to power-law $d\sigma/dT$ agree: for $s = 3$ the excess is 0.49 per cent at $T/T_{\max} = 10^{-4}$ and 4.95 per cent at $10^{-2}$, ten times as much for a hundredfold recoil. For $s = 2$ it is 0.06 per cent at $10^{-2}$.

At $T/T_{\max} = 0.9$ the ratios are 1.50 for $s = 3$ and 1.03 for $s = 2$. Here $\theta$ is no longer small, so the expansion cannot vouch for these numbers; they rest on the full calculation. The remaining values are in the numerical output.

## Screened atoms

The nuclear charges of real atoms are screened by electrons, and no single $s$ describes their repulsion. A simple model in atomic units is $V = (Z_1Z_2/r)\,e^{-r/a}$, with nuclear charges $Z_1$, $Z_2$ and screening length $a$. Its local power is

$$
s(r) = -\frac{d\ln V}{d\ln r} = 1 + \frac ra .
$$

Using $m = 1/s$ locally, we estimate the exponent of the stopping as

$$
1-2m = \frac{r/a-1}{r/a+1} ,
$$

where $r$ is a typical distance of closest approach in the collisions that matter. At low energy it is close to the distance at which $V(r) = E_c$. At high energy it is clearly larger, because much of the loss then comes from softer collisions that pass farther out; inserting the distance at which $V(r) = E_c$ would make $S$ fall too steeply. The typical distance still shrinks as the energy rises. The estimate thus makes $S$ rise at low energy, level off when $r \approx a$, and fall at high energy. The position $r \approx a$ belongs to the single exponential; for another screening function the estimate puts the level point where its local power $s(r)$ passes 2. All of this concerns the nuclear part of the loss alone, without the energy given to electrons. One value of $m$ serves over a range of energies in which $r/a$ changes little. Near $r \ll a$ the local $m$ approaches 1, and the soft collisions, which happen farther out where the screening is stronger, must be treated with their own smaller $m$.

## Computed values

```
mass ratio M1/M2 = 3.0
gamma = 0.7500
laboratory recoil at b = 0.6 angstrom: 231.827 eV
same recoil from exact angle: 231.827 eV
CASE s = 3, m = 0.3333, A = 100.0 eV angstrom^3
  B_s = 1.33333
  K = 120000.0 eV^2 angstrom^6
  C = 51.6522 eV^(2m) angstrom^2
  E = 1000 eV: Tmax = 750.0 eV
    S power law = 639.570 eV angstrom^2 = 83.933 hartree bohr^2
    S full scattering = 828.091 eV angstrom^2
  E = 8000 eV: Tmax = 6000.0 eV
    S power law = 1279.139 eV angstrom^2 = 167.867 hartree bohr^2
    S full scattering = 1656.182 eV angstrom^2
  S ratio, high/low energy, power law = 2.00000
  S ratio, high/low energy, full = 2.00000
  full/power-law S = 1.29476
  b where impulse T = Tmax, low energy = 0.7368 angstrom
  share of S from T < 0.01 Tmax = 0.0464
  full/power-law dsigma/dT at T/Tmax = 0.0001: 1.0049
  full/power-law dsigma/dT at T/Tmax = 0.01: 1.0495
  full/power-law dsigma/dT at T/Tmax = 0.1: 1.1590
  full/power-law dsigma/dT at T/Tmax = 0.5: 1.3650
  full/power-law dsigma/dT at T/Tmax = 0.9: 1.4973
CASE s = 2, m = 0.5000, A = 150.0 eV angstrom^2
  B_s = 1.57080
  K = 166549.6 eV^2 angstrom^4
  C = 641.0496 eV^(2m) angstrom^2
  E = 1000 eV: Tmax = 750.0 eV
    S power law = 1110.330 eV angstrom^2 = 145.713 hartree bohr^2
    S full scattering = 1124.190 eV angstrom^2
  E = 8000 eV: Tmax = 6000.0 eV
    S power law = 1110.330 eV angstrom^2 = 145.713 hartree bohr^2
    S full scattering = 1124.191 eV angstrom^2
  S ratio, high/low energy, power law = 1.00000
  S ratio, high/low energy, full = 1.00000
  full/power-law S = 1.01248
  b where impulse T = Tmax, low energy = 0.6865 angstrom
  share of S from T < 0.01 Tmax = 0.1000
  full/power-law dsigma/dT at T/Tmax = 0.0001: 1.0000
  full/power-law dsigma/dT at T/Tmax = 0.01: 1.0006
  full/power-law dsigma/dT at T/Tmax = 0.1: 1.0050
  full/power-law dsigma/dT at T/Tmax = 0.5: 1.0190
  full/power-law dsigma/dT at T/Tmax = 0.9: 1.0297
exponent for m = 1/3, upper limit fixed at 500 eV = -0.3333
m = 1.2, lower cutoff 1e-06 eV: exponent = -1.1972
m = 1.2: growth of S, cutoff lowered 100 times = 2.5377
```
